# Lifshitz invariants and favoured magnetic twists for T, Cnv, D2d and Dn: a program that tests the result

```python
"""Lifshitz invariants of a ferromagnet and the twists they favour.

Result under test: in the energy density
    w = A sum_k |d_k m|^2 + sum_ak T_ak (m x d_k m)_a
the point group restricts the tensor T to
    T: D*identity;   Cnv (n>2): T_xy = -T_yx;
    D2d: diag(D,-D,0);   Dn (n>2): diag(D1,D1,D3),
which favour Bloch, Neel, antiskyrmion and Bloch twists respectively.
m: unit magnetization (axial vector), A: exchange stiffness,
D: strength of T, a: spin component, k: direction of the derivative.
Skyrmions: polar angle theta(rho), azimuth psi = v*phi + gamma.
Reduced lengths are in units of 2A/D.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import solve_bvp, trapezoid
from scipy.optimize import minimize, brentq
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)

# ---------- allowed tensors, found from transformed magnetization fields
amplitude = rng.uniform(-0.5, 0.5, (3, 3))
wave = rng.normal(size=(3, 3))
phase = rng.uniform(0, 6, 3)
offset = np.array([1.5, -1.2, 1.8])


def field(points):
    """A generic smooth unit-vector field without any symmetry."""
    v = np.sin(points @ wave.T + phase) @ amplitude.T + offset
    return v / np.linalg.norm(v, axis=1)[:, None]


def twist(f, points, h=1e-5):
    """(m x d_k m)_a by central differences, indices [point, a, k]."""
    m = f(points)
    cols = []
    for e in np.eye(3):
        dm = (f(points + h * e) - f(points - h * e)) / (2 * h)
        cols.append(np.cross(m, dm))
    return np.stack(cols, axis=-1)


def turn(axis, fold):
    a = np.array(axis, float)
    angle = 2 * np.pi / fold
    return Rotation.from_rotvec(angle * a / np.linalg.norm(a)).as_matrix()


def tensor(**entries):
    t = np.zeros((3, 3))
    for name, value in entries.items():
        t["xyz".index(name[0]), "xyz".index(name[1])] = value
    return t


def invariant_space(generators, points):
    """Tensors whose energy density is unchanged by every generator."""
    rows = []
    for R in generators:
        det = np.linalg.det(R)

        def moved(p, R=R, det=det):
            return det * field(p @ R) @ R.T
        change = twist(moved, points @ R.T) - twist(field, points)
        rows.append(change.reshape(-1, 9))
    _, s, vt = np.linalg.svd(np.vstack(rows), full_matrices=False)
    return vt[s < 1e-6 * s[0]]


def describe(space):
    """Write the tied components of each independent constant."""
    P = space.T @ space
    names = [a + k for a in "xyz" for k in "xyz"]
    used, parts = set(), []
    for i in range(9):
        if P[i, i] > 1e-6 and i not in used:
            col = P[:, i] / P[i, i]
            tied = [j for j in range(9) if abs(col[j]) > 1e-3]
            used.update(tied)
            parts.append("".join(("+" if col[j] > 0 else "-") + names[j]
                                 for j in tied))
    return ", ".join(parts)


z, x = (0, 0, 1), (1, 0, 0)
S4 = np.diag([1.0, 1.0, -1.0]) @ turn(z, 4)
mirror_x = np.diag([-1.0, 1.0, 1.0])
mirror_y = np.diag([1.0, -1.0, 1.0])
groups = {
    "T": ([turn(z, 2), turn((1, 1, 1), 3)], [tensor(xx=1, yy=1, zz=1)]),
    "D2d, 2-fold axis on x": ([S4, turn(x, 2)], [tensor(xx=1, yy=-1)]),
    "D2d, mirror normal to x": ([S4, mirror_x], [tensor(xy=1, yx=1)]),
    "C2v": ([turn(z, 2), mirror_y], [tensor(xy=1), tensor(yx=1)]),
    "D2": ([turn(z, 2), turn(x, 2)],
           [tensor(xx=1), tensor(yy=1), tensor(zz=1)]),
}
for n in (3, 4, 6):
    groups[f"C{n}v"] = ([turn(z, n), mirror_y], [tensor(xy=1, yx=-1)])
    groups[f"D{n}"] = ([turn(z, n), turn(x, 2)],
                       [tensor(xx=1, yy=1), tensor(zz=1)])

sample = rng.uniform(-2, 2, (40, 3))
print("Allowed tensor components (first index spin, second gradient)")
for name, (generators, expected) in groups.items():
    space = invariant_space(generators, sample)
    assert len(space) == len(expected), name
    for t in expected:
        flat = t.ravel()
        assert np.linalg.norm(flat - space.T @ (space @ flat)) < 1e-5, name
    print(f"  {name}: {len(space)} constant(s): {describe(space)}")

# ---------- model parameters
A = 0.005           # eV/angstrom
D = 2e-4            # eV/angstrom^2
zeeman = 4e-6       # eV/angstrom^3
thickness = 20.0    # angstrom
length = 2 * A / D
beta = zeeman * length**2 / A
bohr = physical_constants["Bohr radius"][0] / angstrom
hartree = physical_constants["Hartree energy in eV"][0]
print(f"Exchange stiffness A = {A:.4f} eV/angstrom")
print(f"Lifshitz constant D = {D:.1e} eV/angstrom^2")
print(f"Zeeman density = {zeeman:.1e} eV/angstrom^3")
print(f"Film thickness = {thickness:.1f} angstrom")
print(f"Twist length 2A/D = {length:.2f} angstrom")
print(f"Reduced field = {beta:.3f} (dimensionless)")

# ---------- lowest harmonic state, |m|=1 imposed only on average
cases = {"T": tensor(xx=1, yy=1, zz=1), "Cnv": tensor(xy=1, yx=-1),
         "D2d": tensor(xx=1, yy=-1), "Dn": tensor(xx=1, yy=1, zz=1.5)}
angles = 2 * np.pi * np.arange(8) / 8
cos_part = np.cos(angles)[None, :, None] * np.eye(3)[:, None, :]
sin_part = np.sin(angles)[None, :, None] * np.eye(3)[:, None, :]
waves = np.concatenate([cos_part, sin_part])
slopes = np.concatenate([-sin_part, cos_part])
stiff = np.einsum("ipc,jpc->ij", slopes, slopes) / 8
cross = np.cross(waves[:, None], slopes[None, :]).mean(axis=2)


def harmonic(q, t):
    """Eigenpairs of the mean energy at wavevector q, reduced units."""
    form = (q @ q) * stiff + cross @ (2 * t @ q)
    return np.linalg.eigh(form + form.T)


def rotation_axis(q, t):
    vec = harmonic(q, t)[1][:, 0]
    a, b = vec[:3], vec[3:]
    assert abs(a @ b) < 1e-8 and abs(a @ a - b @ b) < 1e-8
    axis = np.cross(a, b)
    return axis / np.linalg.norm(axis)


print("Spirals: n.q = -1 left screw, 0 cycloid, +1 right screw")
for name, t in cases.items():
    runs = [minimize(lambda q: harmonic(q, t)[0][0], rng.normal(size=3),
                     method="Nelder-Mead",
                     options={"xatol": 1e-7, "fatol": 1e-12,
                              "maxiter": 2000}) for _ in range(4)]
    best = min(runs, key=lambda r: r.fun)
    sigma = np.linalg.svd(t, compute_uv=False)[0]
    assert abs(best.fun + sigma**2) < 1e-6
    assert abs(np.linalg.norm(best.x) - sigma) < 1e-3
    senses = []
    for degrees in (0, 45, 90):
        b = np.radians(degrees)
        q = np.array([np.cos(b), np.sin(b), 0.0])
        axis = rotation_axis(q, t)
        assert np.allclose(axis, -t @ q / np.linalg.norm(t @ q), atol=1e-6)
        senses.append(round(float(axis @ q), 3) + 0.0)
    period = 2 * np.pi * length / np.linalg.norm(best.x)
    q_z = abs(best.x[2]) / np.linalg.norm(best.x)
    if name == "Dn":
        assert q_z > 0.999
    if name in ("Cnv", "D2d"):
        assert q_z < 1e-2
    print(f"  {name}: period {period:.2f} angstrom, "
          f"energy {best.fun * A / length**2:.3e} eV/angstrom^3")
    print(f"    n.q at 0, 45, 90 deg from x: {senses}")
    if name == "T":
        print(f"    T period converted: {period / bohr:.2f} bohr")

# ---------- radial profile, with t = ln(rho) as the variable
x_min, x_max = 1e-3, 15.0


def slope_equations(t, y):
    r, s = np.exp(t), np.sin(y[0])
    return np.vstack([y[1], s * np.cos(y[0]) - 2 * r * s**2
                      + 0.5 * beta * r**2 * s])


def ends(left, right):
    return np.array([left[1] - (left[0] - np.pi), right[0]])


mesh = np.linspace(np.log(x_min), np.log(x_max), 400)
r = np.exp(mesh)
guess = np.vstack([4 * np.arctan(np.exp(-r)), -2 * r / np.cosh(r)])
profile = solve_bvp(slope_equations, ends, mesh, guess,
                    tol=1e-7, max_nodes=20000)
assert profile.status == 0
fine = np.linspace(mesh[0], mesh[-1], 20001)
theta, theta_t = profile.sol(fine)
r = np.exp(fine)
assert theta[0] > 3.1


def energy_parts(th, th_t):
    """Exchange, Lifshitz and Zeeman integrals in units 2 pi A."""
    s, c = np.sin(th), np.cos(th)
    return np.array([trapezoid(th_t**2 + s**2, fine),
                     trapezoid(2 * r * (th_t + s * c), fine),
                     trapezoid(beta * r**2 * (1 - c), fine)])


parts = energy_parts(theta, theta_t)
assert abs(parts[1] + 2 * parts[2]) < 1e-4
bump = r**2 * np.exp(-r**2)
bump_t = (2 * r**2 - 2 * r**4) * np.exp(-r**2)
eps = 1e-4
up = energy_parts(theta + eps * bump, theta_t + eps * bump_t).sum()
down = energy_parts(theta - eps * bump, theta_t - eps * bump_t).sum()
assert abs(up - down) / (2 * eps) < 1e-5

E_ex, E_D, E_Z = 2 * np.pi * A * thickness * parts
total = E_ex + E_D + E_Z
radius = np.exp(brentq(lambda t: profile.sol(t)[0] - np.pi / 2,
                       np.log(0.01), np.log(10.0)))
print(f"Skyrmion radius (m_z = 0) = {radius * length:.2f} angstrom")
print(f"Exchange energy = {E_ex:.4f} eV")
print(f"Lifshitz energy = {E_D:.4f} eV")
print(f"Zeeman energy = {E_Z:.4f} eV")
print(f"Total energy = {total:.4f} eV = {total / hartree:.5f} hartree")
print(f"Half size, matched vorticity: "
      f"{E_ex + E_D / 2 + E_Z / 4:.4f} eV")
print(f"Full size, unmatched vorticity: {E_ex + E_Z:.4f} eV")
print(f"Half size, unmatched vorticity: {E_ex + E_Z / 4:.4f} eV")

# ---------- vorticity and phase selected on a Cartesian grid
step = 0.05
line = (np.arange(480) - 239.5) * step
X, Y = np.meshgrid(line, line, indexing="ij")
rho, phi = np.hypot(X, Y), np.arctan2(Y, X)
theta_grid = profile.sol(np.log(np.clip(rho, x_min, x_max)).ravel())[0]
theta_grid = theta_grid.reshape(rho.shape)


def twist_integral(v, degrees):
    """Plane integral of (m x d_k m)_a; no dependence on z."""
    psi = v * phi + np.radians(degrees)
    s = np.sin(theta_grid)
    m = np.array([s * np.cos(psi), s * np.sin(psi), np.cos(theta_grid)])
    out = np.zeros((3, 3))
    for k in (0, 1):
        dm = np.gradient(m, step, axis=k + 1)
        out[:, k] = np.cross(m, dm, axis=0).sum(axis=(1, 2)) * step**2
    return out


table = {(v, g): twist_integral(v, g) for v in (-2, -1, 1, 2)
         for g in range(-135, 181, 45)}
matched = np.pi * parts[1]
to_eV = thickness * D * length
predicted = {"T": (1, -90), "Cnv": (1, 180), "D2d": (-1, -90),
             "Dn": (1, -90)}
print("Favoured circular texture: vorticity v, phase gamma")
for name, t in cases.items():
    value = {key: float(np.sum(t * lam)) for key, lam in table.items()}
    choice = min(value, key=value.get)
    assert choice == predicted[name], name
    assert abs(value[choice] / matched - 1) < 1e-2
    for (v, g), e in value.items():
        if v != choice[0]:
            assert abs(e) < 1e-3 * abs(matched)
    print(f"  {name}: v = {choice[0]:+d}, gamma = {choice[1]} deg, "
          f"Lifshitz energy {value[choice] * to_eV:.4f} eV")


def couplings(M):
    """Best coupling for v=+1 and v=-1 from the in-plane block M."""
    plus = 0.5 * np.hypot(M[0, 0] + M[1, 1], M[0, 1] - M[1, 0])
    minus = 0.5 * np.hypot(M[0, 0] - M[1, 1], M[0, 1] + M[1, 0])
    return plus, minus


def best_on_grid(M, v):
    """Minimum over gamma; a change of gamma turns m about z."""
    e0 = np.sum(M * table[v, 0][:2, :2])
    e90 = np.sum(M * table[v, 90][:2, :2])
    return -np.hypot(e0, e90)


for _ in range(50):
    M = rng.normal(size=(2, 2))
    plus, minus = couplings(M)
    e_plus, e_minus = best_on_grid(M, 1), best_on_grid(M, -1)
    scale = abs(matched) * (plus + minus)
    assert abs(e_plus - matched * plus) < 1e-2 * scale
    assert abs(e_minus - matched * minus) < 1e-2 * scale
    if abs(plus - minus) > 0.05 * (plus + minus):
        assert (e_plus < e_minus) == (np.linalg.det(M) > 0)

M = np.diag([1.0, -0.5])
plus, minus = couplings(M)
assert best_on_grid(M, -1) < best_on_grid(M, 1)
print(f"D2 example: T_xx = {M[0, 0] * D:.1e}, "
      f"T_yy = {M[1, 1] * D:.1e} eV/angstrom^2")
print(f"  coupling for v=+1: {plus * D:.2e} eV/angstrom^2")
print(f"  coupling for v=-1: {minus * D:.2e} eV/angstrom^2")

# ---------- spin map that carries Neel and D2d couplings into Bloch
for name in ("Cnv", "D2d"):
    O = cases[name][:2, :2]
    spin_map = np.eye(3)
    spin_map[:2, :2] = np.linalg.det(O) * O
    mapped = twist(lambda p: field(p) @ spin_map.T, sample)
    original = twist(field, sample)
    left = np.einsum("ak,nak->n", O, mapped[:, :2, :2])
    right = original[:, 0, 0] + original[:, 1, 1]
    assert np.allclose(left, right, atol=1e-8)
    assert np.max(np.abs(right)) > 1e-2

print("checks complete")
```

Printed output:

```
Allowed tensor components (first index spin, second gradient)
  T: 1 constant(s): +xx+yy+zz
  D2d, 2-fold axis on x: 1 constant(s): +xx-yy
  D2d, mirror normal to x: 1 constant(s): +xy+yx
  C2v: 2 constant(s): +xy, +yx
  D2: 3 constant(s): +xx, +yy, +zz
  C3v: 1 constant(s): +xy-yx
  D3: 2 constant(s): +xx+yy, +zz
  C4v: 1 constant(s): +xy-yx
  D4: 2 constant(s): +xx+yy, +zz
  C6v: 1 constant(s): +xy-yx
  D6: 2 constant(s): +xx+yy, +zz
Exchange stiffness A = 0.0050 eV/angstrom
Lifshitz constant D = 2.0e-04 eV/angstrom^2
Zeeman density = 4.0e-06 eV/angstrom^3
Film thickness = 20.0 angstrom
Twist length 2A/D = 50.00 angstrom
Reduced field = 2.000 (dimensionless)
Spirals: n.q = -1 left screw, 0 cycloid, +1 right screw
  T: period 314.16 angstrom, energy -2.000e-06 eV/angstrom^3
    n.q at 0, 45, 90 deg from x: [-1.0, -1.0, -1.0]
    T period converted: 593.67 bohr
  Cnv: period 314.16 angstrom, energy -2.000e-06 eV/angstrom^3
    n.q at 0, 45, 90 deg from x: [0.0, 0.0, 0.0]
  D2d: period 314.16 angstrom, energy -2.000e-06 eV/angstrom^3
    n.q at 0, 45, 90 deg from x: [-1.0, 0.0, 1.0]
  Dn: period 209.44 angstrom, energy -4.500e-06 eV/angstrom^3
    n.q at 0, 45, 90 deg from x: [-1.0, -1.0, -1.0]
Skyrmion radius (m_z = 0) = 56.94 angstrom
Exchange energy = 2.9190 eV
Lifshitz energy = -4.6604 eV
Zeeman energy = 2.3302 eV
Total energy = 0.5888 eV = 0.02164 hartree
Half size, matched vorticity: 1.1713 eV
Full size, unmatched vorticity: 5.2492 eV
Half size, unmatched vorticity: 3.5015 eV
Favoured circular texture: vorticity v, phase gamma
  T: v = +1, gamma = -90 deg, Lifshitz energy -4.6577 eV
  Cnv: v = +1, gamma = 180 deg, Lifshitz energy -4.6577 eV
  D2d: v = -1, gamma = -90 deg, Lifshitz energy -4.6577 eV
  Dn: v = +1, gamma = -90 deg, Lifshitz energy -4.6577 eV
D2 example: T_xx = 2.0e-04, T_yy = -1.0e-04 eV/angstrom^2
  coupling for v=+1: 5.00e-05 eV/angstrom^2
  coupling for v=-1: 1.50e-04 eV/angstrom^2
checks complete
```
